\section*{Length and velocity transition dipoles in full linear response}

\section{One particle, two basis functions}

Take one particle in the harmonic potential $\tfrac12\Omega^2x^2$, in atomic units, with $h=-\tfrac12\partial^2+\tfrac12\Omega^2x^2$. For any smooth $f$,
\begin{equation}
[x,h]f=-\tfrac12xf''+\tfrac12(xf)''=f', \qquad [x,h]=\partial ,
\label{comm}
\end{equation}
because the potential commutes with $x$ and $(xf)''=xf''+2f'$. Between eigenfunctions of $h$ this gives $(\varepsilon_1-\varepsilon_0)\langle0|x|1\rangle=\langle0|\partial|1\rangle$. The transition dipole can therefore be computed as $L=\langle0|x|1\rangle$, the length form, or as $V=\langle0|\partial|1\rangle/(\varepsilon_1-\varepsilon_0)$, the velocity form.

Now spoil the basis. Keep two functions, the lowest two oscillator functions of a wrong frequency $\beta$:
\begin{equation}
\phi_0\propto e^{-\beta x^2/2},\qquad \phi_1=\sqrt{2\beta}\,x\phi_0 .
\end{equation}
They have opposite parity, so $h$ does not mix them and they are the orbitals of this basis. In $\phi_0$ the kinetic energy is $\beta/4$ and $\langle x^2\rangle=1/(2\beta)$; in $\phi_1$ both are three times larger. Hence
\begin{equation}
\varepsilon_0=\frac{\beta}{4}+\frac{\Omega^2}{4\beta},\quad \varepsilon_1=3\varepsilon_0,\quad \varepsilon_1-\varepsilon_0=\frac{\beta^2+\Omega^2}{2\beta}.
\end{equation}
The matrix elements are $\langle0|x|1\rangle=1/\sqrt{2\beta}$ and $\langle0|\partial|1\rangle=\sqrt{\beta/2}=\beta\langle0|x|1\rangle$. Dividing,
\begin{equation}
\frac VL=\frac{2\beta^2}{\beta^2+\Omega^2},\qquad \frac{L-V}{L}=\frac{\Omega^2-\beta^2}{\Omega^2+\beta^2}.
\label{toy}
\end{equation}
Functions that are too compact, $\beta>\Omega$, make $V$ larger than $L$; functions that are too diffuse do the opposite. At $\beta=\Omega$ the difference vanishes although two functions are far from a complete basis. They happen to suffice for this transition. A nonzero difference thus reveals a deficient basis, while a zero difference does not establish a complete one.

\section{Many electrons that respond together}

Consider a closed-shell molecule with clamped nuclei and real orbitals. Labels $i,j,k$ denote occupied orbitals, $a,b$ virtual ones, and $\Delta_{ia}=\varepsilon_a-\varepsilon_i$. The mean-field operator is
\begin{equation}
F=-\tfrac12\nabla^2+v(\mathbf r)-\kappa\hat K,\qquad
\hat Kf(\mathbf r)=\sum_j\phi_j(\mathbf r)\int\frac{\phi_j(\mathbf r')f(\mathbf r')}{|\mathbf r-\mathbf r'|}d\mathbf r' .
\end{equation}
Here $v$ is multiplicative and contains the nuclear, Hartree and local exchange-correlation potentials. A Kohn-Sham functional without Fock exchange has $\kappa=0$; Hartree-Fock has $\kappa=1$ and no exchange-correlation potential.

Let a weak real perturbation $u(\mathbf r,t)$, the same for both spins, act on the molecule. Write each occupied orbital as $e^{-i\varepsilon_it}(\phi_i+\sum_ac_{ia}\phi_a)$. To first order, projection of the time-dependent orbital equation on $\phi_a$ gives
\begin{equation}
i\dot c_{ia}=\Delta_{ia}c_{ia}+u_{ia}+\langle a|\delta F|i\rangle .
\end{equation}
The induced density, including both spins, is $2\sum_{jb}\phi_j\phi_b(c_{jb}+c_{jb}^*)$. The spatial density matrix of one spin, which enters exchange, changes by $\sum_{jb}[c_{jb}\phi_b(\mathbf r)\phi_j(\mathbf r')+c^*_{jb}\phi_j(\mathbf r)\phi_b(\mathbf r')]$. Inserting both in $\delta F$ gives
\begin{equation}
i\dot c=Ac+Bc^*+u,
\label{eom}
\end{equation}
with
\begin{align}
A_{ia,jb}&=\Delta_{ia}\delta_{ij}\delta_{ab}+2(ia|jb)+2(ia|f|jb)-\kappa(ij|ab),\\
B_{ia,jb}&=2(ia|jb)+2(ia|f|jb)-\kappa(ib|ja).
\end{align}
The notation $(pq|rs)$ is the Coulomb integral between $\phi_p\phi_q$ and $\phi_r\phi_s$. The kernel $f=\delta v_{\rm xc}/\delta n$ is adiabatic, that is, independent of frequency.

Add and subtract \eqref{eom} and its complex conjugate, $-i\dot c^*=Ac^*+Bc+u$:
\begin{align}
i\frac{d}{dt}(c+c^*)&=(A-B)(c-c^*),\label{s}\\
i\frac{d}{dt}(c-c^*)&=(A+B)(c+c^*)+2u.\label{m}
\end{align}
For $u=0$ insert the oscillation $c=Xe^{-i\omega t}+Ye^{i\omega t}$ with real $X,Y$. Then $c+c^*=2(X+Y)\cos\omega t$ and $c-c^*=-2i(X-Y)\sin\omega t$, so
\begin{equation}
(A-B)(X-Y)=\omega(X+Y),\quad (A+B)(X+Y)=\omega(X-Y).
\label{casida}
\end{equation}
These are the Casida equations. I assume a stable ground state, with $A-B$ and $A+B$ positive definite, and take $\omega>0$. Put $S=(A-B)^{1/2}$ and let $Z$ be a normalized eigenvector of $S(A+B)S$ with eigenvalue $\omega^2$. Then
\begin{equation}
X+Y=\omega^{-1/2}SZ,\qquad X-Y=\omega^{1/2}S^{-1}Z
\label{amp}
\end{equation}
solve \eqref{casida}, with $(X+Y)\cdot(X-Y)=1$.

\section{Which amplitude belongs to which operator}

Work with one Cartesian component $x$; the others follow identically. A dot denotes a sum over pairs $ia$. The position matrix is symmetric and the derivative matrix $\partial_{ia}=\langle i|\partial_x|a\rangle$ is antisymmetric. To first order their induced expectation values are therefore
\begin{equation}
\delta\langle x\rangle=2\,x\cdot(c+c^*),\qquad
\delta\langle\partial\rangle=2\,\partial\cdot(c-c^*),
\label{expect}
\end{equation}
where the factor 2 counts spin. Position sees $X+Y$ and velocity sees $X-Y$.

A static field fixes the scale. For $u=Ex$, equation \eqref{m} gives $c+c^*=-2E(A+B)^{-1}x$. The polarizability is $-\delta\langle x\rangle/E$, since the electron has charge $-1$:
\begin{equation}
\alpha=4\,x\cdot(A+B)^{-1}x=4\sum_n\frac{[x\cdot(X+Y)_n]^2}{\omega_n}.
\end{equation}
The second equality uses \eqref{amp} and the completeness of the vectors $Z_n$: $\sum_n(X+Y)_n(X+Y)_n^T/\omega_n=S[S(A+B)S]^{-1}S=(A+B)^{-1}$. Comparison with the general sum over states, $\alpha=2\sum_nL_n^2/\omega_n$, identifies, up to an arbitrary sign of the state,
\begin{equation}
L=\sqrt2\,x\cdot(X+Y).
\label{L}
\end{equation}
By \eqref{expect} the same normalization gives the derivative element $\sqrt2\,\partial\cdot(X-Y)$. For exact many-electron states the commutator with the Hamiltonian makes the derivative element equal to $\omega$ times the position element. The velocity form is accordingly
\begin{equation}
V=\frac{\sqrt2}{\omega}\,\partial\cdot(X-Y).
\label{V}
\end{equation}
Whether it equals $L$ within the response theory remains to be shown.

A single pair shows what happens. With $\kappa=0$, let $A=\Delta+K$, $B=K$, and suppose $\partial=\Delta x$. Then $\omega^2=\Delta(\Delta+2K)$, $X+Y=\sqrt{\Delta/\omega}$ and $X-Y=\sqrt{\omega/\Delta}$, so
\begin{equation}
L=\sqrt2\,x\sqrt{\Delta/\omega},\qquad
V=\frac{\sqrt2\,\Delta x}{\omega}\sqrt{\omega/\Delta}=L .
\end{equation}
The coupling $K$ shifts the energy, but the two amplitudes change in opposite senses and compensate the shift. For $K=0$, $\omega=\Delta$ and $L=V=\sqrt2\,x$: the one-particle element, multiplied by $\sqrt2$ because either of the two electrons in the orbital can be excited.

\section{The complete basis}

For the general case it is enough to prove
\begin{equation}
(A-B)x=\partial
\label{key}
\end{equation}
as an equation between vectors over pairs. Multiply the first of \eqref{casida} by $x$ and use the symmetry of $A-B$:
\begin{equation}
\omega\,x\cdot(X+Y)=[(A-B)x]\cdot(X-Y)=\partial\cdot(X-Y).
\end{equation}
Multiplication by $\sqrt2/\omega$ gives $L=V$.

Without Fock exchange the kernels in $A$ and $B$ are equal, so $A-B$ is the diagonal matrix $\Delta$. In a complete basis the orbitals satisfy $F\phi_p=\varepsilon_p\phi_p$ at every point, and \eqref{comm} gives $\Delta_{ia}x_{ia}=\partial_{ia}$. This is \eqref{key}.

With exchange, $x$ no longer commutes with the whole potential: $[x,F]=\partial_x-\kappa[x,\hat K]$. Taking the $ia$ element,
\begin{equation}
\partial_{ia}=\Delta_{ia}x_{ia}+\kappa T_{ia},\qquad T_{ia}=\langle i|[x,\hat K]|a\rangle .
\label{ex}
\end{equation}
In the first term of $T_{ia}$ the factor $x$ multiplies $\phi_i\phi_j$; in the second it multiplies $\phi_j\phi_a$. Attach it to $\phi_j$ in both and expand $x\phi_j=\sum_qx_{jq}\phi_q$, which requires completeness:
\begin{equation}
T_{ia}=\sum_{jq}x_{jq}\left[(iq|ja)-(ij|qa)\right].
\end{equation}
For occupied $q=k$ the sum is $\sum_{jk}x_{jk}[(ik|ja)-(ij|ka)]$. Exchanging the labels $j,k$ in the second term turns it into the first, because $x_{jk}=x_{kj}$, and the two cancel. The virtual part remains:
\begin{equation}
T_{ia}=\sum_{jb}\left[(ib|ja)-(ij|ab)\right]x_{jb}.
\end{equation}
Now $\kappa[(ib|ja)-(ij|ab)]$ is the exchange part of $A-B$, so \eqref{ex} is again \eqref{key}. The same fraction $\kappa$ must enter the ground state and the response; otherwise this cancellation fails.

The physical content is Ehrenfest's theorem. From \eqref{s} and \eqref{expect}, $i\,d\langle x\rangle/dt=2[(A-B)x]\cdot(c-c^*)$, while $i\langle p\rangle=\langle\partial\rangle$ for $p=-i\partial$. Equation \eqref{key} says that the velocity of the electronic centre is its momentum per unit mass.

The proof does not cover functionals of the kinetic-energy density. Their orbital operator contains $-\tfrac12\nabla\cdot(w\nabla)$ with a position-dependent $w$, whose commutator with $x$ is $w\partial_x+\tfrac12(\partial_xw)$, not $\partial_x$.

\section{The finite basis}

In a finite basis define the defect $d=(A-B)x-\partial$. Repeating the multiplication of \eqref{casida} by $x$ gives $\omega\,x\cdot(X+Y)=(\partial+d)\cdot(X-Y)$, hence
\begin{equation}
L-V=\frac{\sqrt2}{\omega}\,d\cdot(X-Y).
\label{gap}
\end{equation}
No smallness of $d$ was assumed. The difference is one projection of the defect, and its terms may cancel.

For $\kappa=0$ the defect has a direct meaning. Define the residual function $R_p=F\phi_p-\varepsilon_p\phi_p$. The matrix eigenvalue equation makes $R_p$ orthogonal to every basis function, but not zero. Evaluate the commutator both ways:
\begin{align}
\langle i|xF|a\rangle&=\varepsilon_ax_{ia}+\langle\phi_i|x|R_a\rangle,\\
\langle i|Fx|a\rangle&=\varepsilon_ix_{ia}+\langle R_i|x|\phi_a\rangle .
\end{align}
Their difference is $\partial_{ia}$. Since $d_{ia}=\Delta_{ia}x_{ia}-\partial_{ia}$,
\begin{equation}
d_{ia}=\langle R_i|x|\phi_a\rangle-\langle\phi_i|x|R_a\rangle .
\label{res}
\end{equation}
Because $R_p$ is orthogonal to the basis, the first term sees only the part of $x\phi_a$ outside the basis, and the second only that of $x\phi_i$.

Return to the oscillator. There $R_0=\tfrac12(\Omega^2-\beta^2)[x^2-1/(2\beta)]\phi_0$. The second term of \eqref{res} vanishes, since $x\phi_0$ is proportional to $\phi_1$. With $\langle0|x^3|1\rangle=\frac{3}{2\beta}\langle0|x|1\rangle$ the first gives
\begin{equation}
d=\frac{\Omega^2-\beta^2}{2\beta}\langle0|x|1\rangle ,
\end{equation}
and division by $\varepsilon_1-\varepsilon_0$ reproduces $L-V$ from \eqref{toy}. The whole defect sits in the occupied term, although both functions have the wrong width. The split therefore does not tell which orbital is poor.

\section{Dropping the de-excitations}

The Tamm-Dancoff approximation sets $Y=0$ and solves $AX=\omega X$ with $X\cdot X=1$. Then
\begin{equation}
(\partial+d)\cdot X=x\cdot(A-B)X=\omega\,x\cdot X-x\cdot BX,
\end{equation}
and therefore
\begin{equation}
L-V=\frac{\sqrt2}{\omega}\left(x\cdot BX+d\cdot X\right).
\label{tda}
\end{equation}
Completeness removes $d$ but not, in general, the term with $B$. For the single pair above, $\omega=\Delta+K$ and $(L-V)/L=K/(\Delta+K)$, which vanishes with the coupling. In this approximation the difference mixes a basis error with an error of the method.

\section{An atom near the limit}

In beryllium the occupied orbitals are of $s$ type, and a dipole excites them to $p$ orbitals. Complete $s$ and $p$ spaces are then sufficient. I use uncontracted Gaussians with the same exponents for both, $0.01\rho^k$ up to 5000 atomic units, and reduce the ratio $\rho$. The local density approximation (LDA) has Slater exchange and VWN correlation; its exchange-correlation integrals are done on a numerical grid. The matrices are diagonalized in full. For the lowest singlet $P$ state the relative difference $(L-V)/L$ is:

\begin{center}
\begin{tabular}{lrrr}
 & $\rho=5$ & $\rho=3$ & $\rho=2.2$\\
LDA, full & 2.26\% & $-0.001$\% & 0.003\%\\
LDA, Tamm-Dancoff & 32.9\% & 32.2\% & 32.1\%\\
Hartree-Fock, full & 3.97\% & 0.048\% & $-0.001$\%\\
Hartree-Fock, Tamm-Dancoff & 35.0\% & 32.4\% & 32.4\%
\end{tabular}
\end{center}

The full response approaches $L=V$; Tamm-Dancoff does not. At $\rho=2.2$ the $B$ term of \eqref{tda} by itself gives 32.1\% in LDA and 32.4\% in Hartree-Fock, which accounts for the remainder.

The role of exchange is visible in the ratio of $(\Delta x)\cdot(X-Y)$ to $\partial\cdot(X-Y)$ at $\rho=2.2$. It is 1.0000 in LDA and 2.67 in Hartree-Fock. Orbital energy differences alone fail in the second case, as \eqref{ex} requires, yet $L$ and $V$ agree.

In LDA the magnitude of the difference does not fall monotonically over these three sets; the last 0.003\% comes from the basis. A converged radial quadrature leaves the entries at $\rho=3$ and $\rho=2.2$ unchanged (it moves the LDA entry at $\rho=5$ from 2.26\% to 2.25\%), and $\rho=1.8$ brings the difference below 0.0001\% in magnitude. In LDA the difference at $\rho=3$ is 0.001\% of $L$ in magnitude, but $L$ itself, 1.0131 $e\,$\AA, still differs from its value at $\rho=2.2$, 1.0140 $e\,$\AA, by 0.08\%. That value in turn falls by about 0.0002 $e\,$\AA\ when the exponent range is widened to 0.003--50000. The difference is not a bound on the basis error of $L$.

A sum rule checks the common factor in $V$, and its sign convention relative to $L$. From \eqref{amp}, $\sum_n(X+Y)_n(X-Y)_n^T=1$, so for each Cartesian component
\begin{equation}
2\sum_n\omega_nL_nV_n=4\sum_{ia}x_{ia}\partial_{ia}.
\end{equation}
The sum over $a$ can be extended to all orbitals: the added occupied terms cancel, $x_{ij}$ being symmetric and $\partial_{ij}$ antisymmetric. If every $x\phi_i$ lies in the basis, $\sum_px_{ip}\phi_p=x\phi_i$. Since $\partial_{ip}=-\langle p|\partial_x|i\rangle$, each occupied orbital then contributes $-\langle x\phi_i|\partial_x\phi_i\rangle=\tfrac12$, by partial integration. With $N/2$ occupied orbitals the right side is $4(N/2)(1/2)=N$. Averaged over the components, the computed sum at $\rho=2.2$ is 4.0000 electrons for both methods. This follows from the shared exponents, because $x$ times an $s$ Gaussian is a $p$ Gaussian of the same exponent. It supports the normalization, not the completeness of the basis.

\section{Water}

For water I choose an O--H distance of 0.96 \AA\ and an angle of $104.5^\circ$. The state is the lowest dipole-allowed singlet, polarized perpendicular to the molecular plane. Dipoles are in $e\,$\AA:

\begin{center}
\begin{tabular}{lrrrr}
 & \multicolumn{2}{c}{LDA} & \multicolumn{2}{c}{Hartree-Fock}\\
basis & $L$ & $V$ & $L$ & $V$\\
6-31G & 0.131 & 0.252 & 0.132 & 0.225\\
cc-pVDZ & 0.187 & 0.443 & 0.190 & 0.354\\
aug-cc-pVDZ & 0.303 & 0.305 & 0.256 & 0.260\\
aug-cc-pVTZ & 0.294 & 0.296 & 0.250 & 0.250
\end{tabular}
\end{center}

In cc-pVDZ the LDA difference is $L-V=-0.255$ $e\,$\AA, computed from the unrounded values, or $-136$\% of $L$. This basis is larger than 6-31G, where the difference is $-93$\%, and its $L$ is closer to the value in the largest basis; yet $L$ and $V$ disagree more. Adding the diffuse functions of aug-cc-pVDZ reduces the difference to $-0.6$\%. The negative sign in the small sets is that of the too compact oscillator functions in \eqref{toy}. The analogy is limited, since the oscillator has one width and water has many. Diffuseness alone is not the cure: adding only the diffuse $s$ shells of aug-cc-pVDZ to cc-pVDZ changes the LDA difference to $-196$\%, whereas only the added $p$ shell on oxygen gives $-9$\%, and only the added $d$ shell on oxygen with the $p$ shell on hydrogen gives $+2$\%. The shells that help contain functions odd in $x$.

The residuals can be evaluated in real space. For LDA in cc-pVDZ I applied $F$ to the orbitals on an atom-centred integration grid and inserted \eqref{res} in \eqref{gap}. The two terms give
\begin{equation}
-0.2160-0.0392=-0.2552\ e\,\text{\AA},
\end{equation}
in agreement with the direct $L-V=-0.2552$ $e\,$\AA. The norm of $R_p$ is 21 eV for the highest occupied orbital and 31 eV for the lowest virtual one. These are not orbital energy errors: $R_p$ is orthogonal to $\phi_p$ and adds nothing to $\langle\phi_p|F|\phi_p\rangle$.

The scale of $L$ has its own evidence. In cc-pVDZ the polarizability along the symmetry axis, summed over states, is 0.8112 \AA$^3$ in LDA and 0.7575 \AA$^3$ in Hartree-Fock. Central differences of the ground-state dipole in fields of $\pm0.002$ atomic units give the same values to these digits.

In the largest basis the differences are $-0.8$\% in LDA and $-0.4$\% in Hartree-Fock. The corresponding Tamm-Dancoff values are $-5$\% and $-21$\%. This basis is not converged: one further diffuse $s$, $p$, $d$ shell on oxygen and $s$, $p$ shell on hydrogen lowers $L$ by about 0.012 $e\,$\AA\ in LDA and 0.005 $e\,$\AA\ in Hartree-Fock, lowers the LDA excitation energy by 0.02 eV, moves both differences to $-0.6$\%, and moves the Tamm-Dancoff values to $-6$\% and $-22$\%. For LDA the step from aug-cc-pVDZ to aug-cc-pVTZ changes $L$ by 3\%, although the difference in the smaller set was 0.6\%. Here too it understates the remaining change. Symmetry supplies the extreme case: LDA in 6-31G, with 13 functions, has a dark singlet at 9.8 eV for which $L$ and $V$ both vanish to rounding. Their agreement says nothing about the basis.

Nor does agreement judge the functional. In aug-cc-pVTZ the excitation energy is 6.57 eV in LDA and 8.63 eV in Hartree-Fock, and the two values of $L$ differ by 0.04 $e\,$\AA, while each method nearly satisfies $L=V$. The relation follows from the structure of the response equations, which both methods share. Neither calculation includes nuclear motion or relativity, and both treat electron correlation approximately or not at all.
